**Effusivities of silica and water loading a lumped film**

The program tests the film temperature $T=q_0/[i\omega C_A+\sqrt{i\omega}(e_s+e_w)]$, where $q_0$ is the absorbed flux amplitude, $\omega$ the angular frequency, $C_A$ the film's areal heat capacity, and $e_s$, $e_w$ the effusivities $\sqrt{kc}$ of silica and water. A finite-volume solution of the heat equation provides the independent side. The program asserts agreement in complex temperature, phase and division of heat, and that changing $k$ and $c$ of the water at fixed product leaves the one-dimensional response unchanged within tolerance. It also asserts the two frequency limits, the frequency of largest phase change, the recovery of $e_w/e_s$ from two phases, and the series rule for interface resistance. The finite-spot integral is compared with a static point-source average and with the wide-spot limit; a further assertion shows that equal effusivity does not ensure equal response for a small spot at low frequency. The output gives a phase change of 8.39° at 10 MHz and a maximum of 8.40° at 11.90 MHz. With interface conductances of 100 MW/(m² K) the change becomes 9.38°, and with a 10 µm spot it becomes 7.95°.

## Program and output

```python
"""
Result under test: a lumped film (areal heat capacity C_A) between two
half-spaces, heated by a uniform flux q0*exp(i*omega*t), has temperature
    T = q0 / (i*omega*C_A + sqrt(i*omega)*(e_silica + e_water)),
so effusivities e = sqrt(k*c) add. Adding water changes the phase by
    atan(1+b_dry) - atan(1+b_wet),  b = sqrt(2*omega)*C_A/e_total.
k: conductivity, W/(m K); c: heat capacity per volume, J/(m3 K).
The independent road is a finite-volume solution of the heat equation.
All SI units inside; material values are rough typical ones.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

silica = (1.4, 1.63e6)
water = (0.60, 4.18e6)
air = (0.026, 1.2e3)
film_k, film_c, film_h = 150.0, 2.5e6, 100e-9
frequency = 10e6
omega = 2 * np.pi * frequency
contact_G = 1.0e8          # rough conductance of each real interface
spot_w = 10e-6             # 1/e^2 radius of both pump and probe
power = 1e-3               # mean absorbed power = modulation amplitude
water_k_slope = 1.5e-3     # rough dk/dT of water near room temperature
area_cap = film_c * film_h


def effusivity(medium):
    return np.sqrt(medium[0] * medium[1])


def depth(medium, w):
    return np.sqrt(2 * medium[0] / (medium[1] * w))


def ideal_phase(e_total, w=omega, cap=area_cap):
    return -np.arctan(1 + np.sqrt(2 * w) * cap / e_total)


def grid_solution(outer, w=omega, k_film=None, resistance=0.0, n=3000):
    """Film temperature and fluxes into silica and outer medium, unit flux.

    k_film=None makes the film isothermal. Heat enters the film cell next to
    silica. outer=None means an insulated outer face.
    """
    n_film = 1 if k_film is None else 200
    layers = [(silica[0], silica[1], 14 * depth(silica, w), n),
              (1e30 if k_film is None else k_film, film_c, film_h, n_film)]
    if outer is not None:
        layers.append((outer[0], outer[1], 14 * depth(outer, w), n))
    k = np.concatenate([np.full(m, a) for a, b, d, m in layers])
    c = np.concatenate([np.full(m, b) for a, b, d, m in layers])
    dz = np.concatenate([np.full(m, d / m) for a, b, d, m in layers])
    series = dz[:-1] / (2 * k[:-1]) + dz[1:] / (2 * k[1:])
    series[n - 1] += resistance
    last = n + n_film - 1
    if outer is not None:
        series[last] += resistance
    link = 1 / series
    diagonal = 1j * w * c * dz
    diagonal[:-1] += link
    diagonal[1:] += link
    bands = np.zeros((3, len(k)), complex)
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(len(k), complex)
    source[n] = 1.0
    temp = solve_banded((1, 1), bands, source)
    to_silica = link[n - 1] * (temp[n] - temp[n - 1])
    to_outer = 0.0
    if outer is not None:
        to_outer = link[last] * (temp[last] - temp[last + 1])
    return temp[n], to_silica, to_outer


nodes, weights = np.polynomial.legendre.leggauss(400)


def spot_response(media, w, radius=spot_w, h=film_h):
    """Probe-weighted film temperature per watt for equal Gaussian spots."""
    p = 0.5 * (nodes + 1) * 14 / radius
    dp = 0.5 * weights * 14 / radius
    y = 1j * w * film_c * h + film_k * h * p**2
    for k, c in media:
        y = y + k * np.sqrt(p**2 + 1j * w * c / k)
    return np.sum(dp * p * np.exp(-(p * radius)**2 / 4) / y) / (2 * np.pi)


def inferred_ratio(phase_dry, phase_wet):
    return (np.tan(-phase_dry) - 1) / (np.tan(-phase_wet) - 1) - 1


e_s, e_w = effusivity(silica), effusivity(water)
e_sum = e_s + e_w
y_dry = 1j * omega * area_cap + np.sqrt(1j * omega) * e_s
y_wet = 1j * omega * area_cap + np.sqrt(1j * omega) * e_sum
phase_dry, phase_wet = ideal_phase(e_s), ideal_phase(e_sum)
change = phase_wet - phase_dry
b_dry = np.sqrt(2 * omega) * area_cap / e_s
b_wet = np.sqrt(2 * omega) * area_cap / e_sum

# Addition of effusivities, phase and heat division against the grid
t_dry, _, _ = grid_solution(None)
t_wet, flux_s, flux_w = grid_solution(water)
assert abs(t_dry * y_dry - 1) < 1e-4
assert abs(t_wet * y_wet - 1) < 1e-4
assert abs(np.angle(t_dry) - phase_dry) < 1e-4
assert abs(np.angle(t_wet) - phase_wet) < 1e-4
assert abs(flux_s / flux_w - e_s / e_w) < 2e-4
tangent = (b_dry - b_wet) / (1 + (1 + b_dry) * (1 + b_wet))
assert abs(np.tan(np.angle(t_wet / t_dry)) - tangent) < 2e-4

# Only the product k*c matters in one dimension
same_e = (4 * water[0], water[1] / 4)
other_e = (4 * water[0], water[1])
assert abs(grid_solution(same_e)[0] / t_wet - 1) < 1e-4
assert abs(grid_solution(other_e)[0] / t_wet - 1) > 0.05

# Frequency limits, from the grid
for w_test, limit in ((2 * np.pi * 1e2, -45.0), (2 * np.pi * 1e12, -90.0)):
    for side in (None, water):
        assert abs(np.degrees(np.angle(grid_solution(side, w_test)[0]))
                   - limit) < 0.5

# Best frequency and largest phase change, by search on grid solutions
omega_best = e_s * e_sum / area_cap**2
r = e_s / e_sum
change_best = np.arctan((1 - r) / (1 + r + 2 * np.sqrt(2 * r)))


def negative_grid_change(log_w):
    w = np.exp(log_w)
    return -np.angle(grid_solution(water, w)[0] / grid_solution(None, w)[0])


search = minimize_scalar(negative_grid_change, method="bounded",
                         bounds=(np.log(1e6), np.log(1e10)),
                         options={"xatol": 1e-5})
assert abs(np.exp(search.x) / omega_best - 1) < 5e-3
assert abs(-search.fun - change_best) < 1e-4

# Inversion of grid phases
assert abs(inferred_ratio(np.angle(t_dry), np.angle(t_wet))
           / (e_w / e_s) - 1) < 1e-3

# Interface resistance in series with each half-space
R = 1 / contact_G
ti_dry = grid_solution(None, resistance=R)[0]
ti_wet = grid_solution(water, resistance=R)[0]
ys, yw = np.sqrt(1j * omega) * e_s, np.sqrt(1j * omega) * e_w
yi = 1j * omega * area_cap + ys / (1 + R * ys) + yw / (1 + R * yw)
assert abs(ti_wet * yi - 1) < 1e-4
change_contact = np.angle(ti_wet / ti_dry)
e_apparent = e_s * inferred_ratio(np.angle(ti_dry), np.angle(ti_wet))

# Film of finite conductivity
change_film = np.angle(grid_solution(water, k_film=film_k)[0]
                       / grid_solution(None, k_film=film_k)[0])

# Spot integral: static point-source average, and the wide-spot limit
sigma = spot_w / np.sqrt(2)   # spread of pump-probe separation per axis
mean_inverse = quad(lambda d: np.exp(-d**2 / 2) , 0, 12)[0] / sigma
point_average = mean_inverse / (2 * np.pi * (silica[0] + water[0]))
static_bare = spot_response((silica, water), 0.0, h=0.0)
assert abs(static_bare / point_average - 1) < 1e-8
wide = 1e-2
assert abs(spot_response((silica, water), omega, radius=wide)
           * np.pi * wide**2 * y_wet - 1) < 1e-5
# With a small spot at low frequency, equal effusivity is not enough
w_low = 2 * np.pi * 1e3
assert abs(spot_response((silica, same_e), w_low)
           / spot_response((silica, water), w_low) - 1) > 0.05
spot_dry = spot_response((silica,), omega)
spot_wet = spot_response((silica, water), omega)
change_spot = np.angle(spot_wet / spot_dry)
rise_dry = power * spot_response((silica,), 0.0).real
rise_wet = power * spot_response((silica, water), 0.0).real

# Other neglected effects
change_air = phase_wet - ideal_phase(e_s + effusivity(air))
thick = 1.1 * area_cap
dry_thick = ideal_phase(e_s, cap=thick)
change_thick = ideal_phase(e_sum, cap=thick) - dry_thick
warm = (water[0] + water_k_slope * rise_wet, water[1])
change_warm = ideal_phase(e_s + effusivity(warm)) - phase_dry
flux = power / (np.pi * spot_w**2)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


deg = np.degrees
show("silica k", silica[0], "W/(m K)", 2)
show("silica c", silica[1] / 1e6, "MJ/(m3 K)", 2)
show("water k", water[0], "W/(m K)", 2)
show("water c", water[1] / 1e6, "MJ/(m3 K)", 2)
show("film k", film_k, "W/(m K)", 0)
show("film c", film_c / 1e6, "MJ/(m3 K)", 2)
show("film thickness", film_h * 1e9, "nm", 0)
show("film areal heat capacity", area_cap, "J/(m2 K)")
show("modulation frequency", frequency / 1e6, "MHz", 1)
show("angular frequency", omega / 1e6, "10^6 rad/s", 2)
show("silica effusivity", e_s, "W s^0.5/(m2 K)", 1)
show("water effusivity", e_w, "W s^0.5/(m2 K)", 1)
show("summed effusivity", e_sum, "W s^0.5/(m2 K)", 1)
show("penetration depth, silica", depth(silica, omega) * 1e9, "nm", 1)
show("penetration depth, water", depth(water, omega) * 1e9, "nm", 1)
show("penetration depth, film metal",
     depth((film_k, film_c), omega) * 1e9, "nm", 0)
show("beta dry", b_dry, "", 4)
show("beta wet", b_wet, "", 4)
show("phase dry", deg(phase_dry), "deg", 2)
show("phase wet", deg(phase_wet), "deg", 2)
show("phase change", deg(change), "deg", 2)
show("phase change in radians", change, "rad", 4)
show("grid phase change", deg(np.angle(t_wet / t_dry)), "deg", 2)
show("amplitude ratio wet/dry", abs(y_dry / y_wet), "", 4)
show("water share of conducted heat", 100 * e_w / e_sum, "%", 1)
show("best frequency", omega_best / (2 * np.pi * 1e6), "MHz", 2)
show("largest phase change", deg(change_best), "deg", 2)
for f in (1e6, 100e6):
    w = 2 * np.pi * f
    show(f"ideal phase change at {f/1e6:.0f} MHz",
         deg(ideal_phase(e_sum, w) - ideal_phase(e_s, w)), "deg", 2)
show("assumed interface conductance", contact_G / 1e6, "MW/(m2 K)", 0)
show("phase change with interfaces", deg(change_contact), "deg", 2)
show("apparent water effusivity with interfaces", e_apparent,
     "W s^0.5/(m2 K)", 0)
show("phase change with finite film k", deg(change_film), "deg", 2)
show("spot radius", spot_w * 1e6, "um", 1)
show("phase change with finite spot", deg(change_spot), "deg", 2)
show("phase change from air instead of insulation", deg(change_air), "deg", 2)
show("dry phase, film 10% thicker", deg(dry_thick), "deg", 2)
show("phase change, film 10% thicker", deg(change_thick), "deg", 2)
show("absorbed mean power", power * 1e3, "mW", 1)
show("steady rise dry", rise_dry, "K", 1)
show("steady rise wet", rise_wet, "K", 1)
show("assumed water dk/dT", water_k_slope * 1e3, "mW/(m K2)", 1)
show("phase change with warmed water", deg(change_warm), "deg", 2)
show("probe-averaged flux amplitude", flux / 1e6, "MW/m2", 2)
show("ideal temperature amplitude dry", flux / abs(y_dry), "K", 3)
show("ideal temperature amplitude wet", flux / abs(y_wet), "K", 3)
print("all assertions hold")
```

Running it gives:

```
silica k: 1.40 W/(m K)
silica c: 1.63 MJ/(m3 K)
water k: 0.60 W/(m K)
water c: 4.18 MJ/(m3 K)
film k: 150 W/(m K)
film c: 2.50 MJ/(m3 K)
film thickness: 100 nm
film areal heat capacity: 0.250 J/(m2 K)
modulation frequency: 10.0 MHz
angular frequency: 62.83 10^6 rad/s
silica effusivity: 1510.6 W s^0.5/(m2 K)
water effusivity: 1583.7 W s^0.5/(m2 K)
summed effusivity: 3094.3 W s^0.5/(m2 K)
penetration depth, silica: 165.3 nm
penetration depth, water: 67.6 nm
penetration depth, film metal: 1382 nm
beta dry: 1.8552
beta wet: 0.9057
phase dry: -70.70 deg
phase wet: -62.31 deg
phase change: 8.39 deg
phase change in radians: 0.1464 rad
grid phase change: 8.39 deg
amplitude ratio wet/dry: 0.6863
water share of conducted heat: 51.2 %
best frequency: 11.90 MHz
largest phase change: 8.40 deg
ideal phase change at 1 MHz: 5.64 deg
ideal phase change at 100 MHz: 6.22 deg
assumed interface conductance: 100 MW/(m2 K)
phase change with interfaces: 9.38 deg
apparent water effusivity with interfaces: 1892 W s^0.5/(m2 K)
phase change with finite film k: 8.61 deg
spot radius: 10.0 um
phase change with finite spot: 7.95 deg
phase change from air instead of insulation: 8.34 deg
dry phase, film 10% thicker: -71.80 deg
phase change, film 10% thicker: 8.40 deg
absorbed mean power: 1.0 mW
steady rise dry: 10.7 K
steady rise wet: 8.5 K
assumed water dk/dT: 1.5 mW/(m K2)
phase change with warmed water: 8.45 deg
probe-averaged flux amplitude: 3.18 MW/m2
ideal temperature amplitude dry: 0.124 K
ideal temperature amplitude wet: 0.085 K
all assertions hold
```
